\section*{Vacuum fluctuations, radiation reaction and operator ordering in radiative level shifts}

The radiative shift of a bound electron can be calculated with either of two fields. One choice is a fluctuating external field with the vacuum spectrum, acting on an electron that has its observed mass. The other also keeps the field that the electron itself emits. For the nonrelativistic shift to second order in the coupling the first choice is sufficient; for the decay it fails, and would even heat the ground state. How much of the actual shift and decay is attributed to each field depends on how the total field is divided in the Heisenberg equations, and that division depends on operator ordering. The prescription of Dalibard, Dupont-Roc and Cohen-Tannoudji, symmetric ordering, gives it a definite meaning.

Atomic units are used in the algebra, with $c=1/\alpha$. An electron of charge $-1$ moves in a static potential $V$, and the transverse vector potential is evaluated at the centre of the potential (dipole approximation), so that it commutes with $\mathbf p$. Expanding $(\mathbf p+\mathbf A/c)^2/2$ gives
\begin{equation}
H=H_A+H_F+\mathbf p\cdot\mathbf A/c+A^2/2c^2,\qquad H_A=p^2/2+V .
\end{equation}
The $A^2$ term commutes with every atomic operator. Its vacuum value shifts all levels equally, and its effect on the field dynamics reaches the atom only in fourth order, so it is dropped from the equations of motion.

Write one Cartesian component of the coupling as $RX$, with $R=p_i$ and $X=A_i/c=\sum_k g_k(a_k+a_k^\dagger)$. In a quantization volume $\mathcal V$, $g_k=\epsilon_i\sqrt{2\pi/\mathcal V\omega}$. There are $\mathcal V\omega^2d\omega/2\pi^2c^3$ wave vectors in $d\omega$, and the two polarizations give an angular average $\sum\epsilon_i\epsilon_j=\tfrac23\delta_{ij}$. Different components are therefore uncorrelated, and $\sum_kg_k^2$ becomes $\int J\,d\omega$ with
\begin{equation}
J(\omega)=\frac{\omega^2}{2\pi^2c^3}\,\frac23\,\frac{2\pi}{\omega}=J_0\,\omega,\qquad J_0=\frac{2}{3\pi c^3}.
\end{equation}

For an atomic operator $G$ the Heisenberg equation is
\begin{equation}
\dot G=i[H_A,G]+NX,\qquad N=i[R,G].
\end{equation}
Let $X^+=\sum g_ka_k$ and $X^-=\sum g_ka_k^\dagger$. At equal times both commute with $N$, so $NX$ may equally be written
\begin{equation}
\underbrace{X^-N+NX^+}_{\text{normal}}=\underbrace{X^+N+NX^-}_{\text{antinormal}}=\underbrace{\tfrac12(XN+NX)}_{\text{symmetric}} ,
\end{equation}
the last form being the mean of the first two. The field equation $\dot a_k=-i\omega_ka_k-ig_kR$ has the solution
\begin{equation}
a_k(t)=a_k(0)e^{-i\omega_kt}-ig_k\int_0^t e^{-i\omega_k\tau}R(t-\tau)\,d\tau .
\end{equation}
The first term builds the free field $X_0$, the second the source field. Adding the Hermitian conjugate and using $-i(e^{-i\omega\tau}-e^{i\omega\tau})=-2\sin\omega\tau$,
\begin{equation}
X_s(t)=-2\int_0^tS(\tau)R(t-\tau)\,d\tau,\qquad S(\tau)=\int J\sin\omega\tau\,d\omega .
\end{equation}

The parts $X_0$ and $X_s$ do not separately commute with $N(t)$, although their sum does. This is where ordering enters. In the vacuum $X_0^+|0\rangle=0$ and $\langle0|X_0^-=0$, so the free part vanishes in normal order and everything is attributed to radiation reaction. Since the symmetric form is the mean of the other two, the free part in antinormal order is twice the symmetric one. If the symmetric contributions are $(v,r)$ for vacuum fluctuations and radiation reaction, normal order gives $(0,v+r)$ and antinormal order $(2v,r-v)$.

Hermiticity alone does not decide between these three. For Hermitian $G$, $N$ is Hermitian, and so is $X_0^-N+NX_0^+$. But take the mixture with weight $\lambda$ on normal and $1-\lambda$ on antinormal order. The field standing to the left of $N$ is then $\lambda X^-+(1-\lambda)X^+$, which is proportional to the Hermitian field $X$ only for $\lambda=\tfrac12$. Within this family, symmetric order is the one in which each part is the action of a real field on the atom. No measurement of the total rate can tell the orderings apart.

To second order, the free-field part needs $N(t)$ to first order:
\begin{equation}
N(t)=N_0(t)+i\int_0^tX_0(t-\tau)\,[R_0(t-\tau),N_0(t)]\,d\tau ,
\end{equation}
where the subscript on atomic operators denotes evolution under $H_A$. The term with $N_0$ averages to zero. The vacuum average $\tfrac12\langle\{X_0(t),X_0(t-\tau)\}\rangle=C(\tau)=\int J\cos\omega\tau\,d\omega$ multiplies the rest. In the source part, $N_0$ suffices. For times long compared with both the field memory and the periods of the atomic transitions the upper limit goes to infinity, and with $R(-\tau)=e^{-iH_A\tau}Re^{iH_A\tau}$
\begin{align}
\dot G_{\rm vf}&=-\int_0^\infty C(\tau)\,[R(-\tau),[R,G]]\,d\tau,\\
\dot G_{\rm rr}&=-i\int_0^\infty S(\tau)\,\{R(-\tau),[R,G]\}\,d\tau .
\end{align}
The fluctuation term pairs the noise of the field with a commutator, the response of the atom. The reaction term pairs the response of the field with an anticommutator, the noise of the atom.

A level shift is the part of these rates that acts like a Hamiltonian. Define $Y=\int C\,R(-\tau)d\tau$ and $Z=\int S\,R(-\tau)d\tau$, both Hermitian. The Jacobi identity $[Y,[R,G]]-[R,[Y,G]]=[[Y,R],G]$ gives
\begin{equation}
\dot G_{\rm vf}=-\tfrac12[[Y,R],G]-\tfrac12\big([Y,[R,G]]+[R,[Y,G]]\big).
\end{equation}
The first term equals $i[H_{\rm vf},G]$ with $H_{\rm vf}=\tfrac i2[Y,R]$. Expanding the reaction term and separating $i[H_{\rm rr},G]$ with $H_{\rm rr}=-\tfrac12\{Z,R\}$ gives
\begin{equation}
\dot G_{\rm rr}=i[H_{\rm rr},G]-\tfrac i2\big([Z,R]G+G[Z,R]+2RGZ-2ZGR\big).
\end{equation}
To see that the remainders do not shift levels, take $G=|a\rangle\langle b|$ and its own matrix element $\langle a|\dots|b\rangle$, assuming that no other coherence has nearly the same frequency. Assume also $R_{aa}=R_{bb}=0$, which holds for $R=p_i$ in any bound level because $\mathbf p=i[H_A,\mathbf r]$ (for $R=r_i$, used later, it requires parity); then $Y$ and $Z$ have no such diagonal elements either. The remainders reduce to $-\tfrac12(\{Y,R\}_{aa}+\{Y,R\}_{bb})$ and $-\tfrac i2([Z,R]_{aa}+[Z,R]_{bb})$. Both are real, because an anticommutator of Hermitian operators has real diagonal elements and a commutator imaginary ones. They change the size of the coherence, not its phase.

With $\omega_{ba}=E_b-E_a$ one has $\langle a|R(-\tau)|b\rangle=R_{ab}e^{i\omega_{ba}\tau}$, and the diagonal elements of the two Hamiltonians are
\begin{align}
\delta E_a^{\rm vf}&=\tfrac i2\sum_b|R_{ab}|^2\!\int_0^\infty\! C\,(e^{i\omega_{ba}\tau}-e^{-i\omega_{ba}\tau})d\tau
=-\sum_b|R_{ab}|^2\!\int_0^\infty\! C\sin\omega_{ba}\tau\,d\tau,\\
\delta E_a^{\rm rr}&=-\sum_b|R_{ab}|^2\int_0^\infty S\cos\omega_{ba}\tau\,d\tau .
\end{align}
Writing the products of sines and cosines as sums, and using $\int_0^\infty\sin x\tau\,d\tau=P(1/x)$ with a convergence factor,
\begin{align}
\delta E_a^{\rm vf}&=-\sum_b|R_{ab}|^2\,P\!\int\frac{J\,\omega_{ba}}{\omega_{ba}^2-\omega^2}\,d\omega,\\
\delta E_a^{\rm rr}&=-\sum_b|R_{ab}|^2\,P\!\int\frac{J\,\omega}{\omega^2-\omega_{ba}^2}\,d\omega .
\end{align}
The integrands add to $-J(\omega-\omega_{ba})/(\omega^2-\omega_{ba}^2)=-J/(\omega+\omega_{ba})$, the denominator of ordinary second-order perturbation theory.

Now insert $J=J_0\omega$, sum over the components of $\mathbf p$, and cut the photon energies at $\Lambda\gg|\omega_{ba}|$. In the fluctuation part $P\!\int_0^\Lambda\omega\,d\omega/(\omega^2-\omega_{ba}^2)=\tfrac12\ln[(\Lambda^2-\omega_{ba}^2)/\omega_{ba}^2]$. In the reaction part $\omega^2/(\omega^2-\omega_{ba}^2)=1+\omega_{ba}^2/(\omega^2-\omega_{ba}^2)$, whose integral is $\Lambda-\omega_{ba}^2/\Lambda$ to leading orders. Hence
\begin{align}
\delta E_a^{\rm vf}&\simeq L_a=J_0\sum_b|\mathbf p_{ab}|^2\,\omega_{ba}\ln\frac{\Lambda}{|\omega_{ba}|},\\
\delta E_a^{\rm rr}&\simeq M_a=-J_0\Lambda\langle p^2\rangle_a .
\end{align}
The reaction shift has the form $-\delta m\,\langle p^2\rangle/2$ with $\delta m=2J_0\Lambda=4\Lambda/3\pi c^3$. It is the first-order change of the level energy when the mass grows by $\delta m$, and to this order it is absorbed by using the observed mass. Terms in $\delta m^2$ are of fourth order in the coupling and lie outside this calculation. What survives is the Bethe logarithm, attributed to vacuum fluctuations.

Since $[H_A,\mathbf p]=i\nabla V$, the sum without the logarithm is $\langle\mathbf p\cdot i\nabla V\rangle$. It is real, so it equals its mean with the conjugate:
\begin{equation}
\sum_b|\mathbf p_{ab}|^2\omega_{ba}=\tfrac i2\langle\mathbf p\cdot\nabla V-\nabla V\cdot\mathbf p\rangle=\tfrac12\langle\nabla^2V\rangle .
\end{equation}
If $\langle\nabla^2V\rangle\neq0$, the weighted logarithm defines a mean excitation energy $K$, and $L=\tfrac12J_0\langle\nabla^2V\rangle\ln(\Lambda/K)$. A free electron driven by the vacuum field has $\dot{\mathbf r}=\mathbf A/c$ apart from its steady motion. Its position variance from frequencies between $K$ and $\Lambda$ is $\langle\delta r^2\rangle=3\int J\omega^{-2}d\omega=3J_0\ln(\Lambda/K)$. Averaging $V$ over this isotropic jitter adds $\tfrac16\langle\delta r^2\rangle\langle\nabla^2V\rangle$, which is $L$ again. The lower limit $K$ is supplied by the atom, not by this picture.

A harmonic well $V=\tfrac12\omega_0^2r^2$ is a limiting case: $\nabla^2V=3\omega_0^2$ and $|\omega_{ba}|=\omega_0$ for every transition, so $L=\tfrac32J_0\omega_0^2\ln(\Lambda/\omega_0)$ is the same for all levels. The fluctuation shift then leaves the intervals unchanged. Many coherences share the frequency $\omega_0$ in this well, against the assumption made above, but the conclusion stands: for $G=r_j$ or $p_j$ the commutator $[R,G]$ is a number, so $\dot G_{\rm vf}=0$ and the oscillation frequency is untouched by fluctuations.

The decay follows from $G=H_A$. Here $N_{ba}=-i\omega_{ba}R_{ba}$ and $N_{ab}=i\omega_{ba}R_{ab}$, so that in level $a$
\begin{align}
\langle[R(-\tau),N]\rangle&=-2i\sum_b|R_{ab}|^2\omega_{ba}\cos\omega_{ba}\tau,\\
\langle\{R(-\tau),N\}\rangle&=2\sum_b|R_{ab}|^2\omega_{ba}\sin\omega_{ba}\tau .
\end{align}
The first is multiplied by $iC$, the second by $-S$. The time integrals are $\int_0^\infty C\cos\omega_{ba}\tau\,d\tau=\tfrac\pi2J(|\omega_{ba}|)$ and $\int_0^\infty S\sin\omega_{ba}\tau\,d\tau=\tfrac\pi2J(|\omega_{ba}|)\,{\rm sgn}\,\omega_{ba}$. With $W_{ab}=2\pi J(|\omega_{ba}|)|\mathbf p_{ab}|^2=4|\omega_{ba}||\mathbf p_{ab}|^2/3c^3$,
\begin{equation}
\dot E_{\rm vf}=\tfrac12\sum_bW_{ab}\,\omega_{ba},\qquad
\dot E_{\rm rr}=-\tfrac12\sum_bW_{ab}|\omega_{ba}| .
\end{equation}
Fluctuations drive the atom up and down alike; reaction always takes energy out. For a lower level $b$ the two are equal and add to the full spontaneous rate. For a higher level they cancel, which keeps the ground state stable. Because $\omega_{ba}\mathbf p_{ba}=i(\nabla V)_{ba}$, the reaction rate is $-(2/3c^3)\langle|\nabla V|^2\rangle$, the Larmor loss of a charge with acceleration $-\nabla V$.

A thermal field shows the same division from another side. With mean photon number $n(\omega)$ the correlation $C$ acquires a factor $1+2n$ under the integral, while $S$, which comes from a commutator, is unchanged. The fluctuation rate becomes $\tfrac12\sum W(1+2n)\omega_{ba}$. Adding the reaction rate leaves weight $nW$ for upward and $(n+1)W$ for downward transitions, as absorption and emission require.

The attribution should also survive the change to the length form, where the coupling is $\mathbf r\cdot\mathbf E$ and the weight is $J_0\omega^3$. The identity $\omega^3/(\omega^2-\omega_{ba}^2)=\omega+\omega_{ba}^2\,\omega/(\omega^2-\omega_{ba}^2)$, together with $\omega_{ba}^2|\mathbf r_{ab}|^2=|\mathbf p_{ab}|^2$, turns the fluctuation shift into
\begin{equation}
J_0\frac{\Lambda^2}{2}\sum_b|\mathbf r_{ab}|^2\omega_{ba}+L_a=\tfrac34J_0\Lambda^2+L_a ,
\end{equation}
by the oscillator-strength sum rule $\sum_b|\mathbf r_{ab}|^2\omega_{ba}=\tfrac32$. The constant is the same for all levels and equals the vacuum value $\langle A^2\rangle/2c^2=\tfrac32\int J\,d\omega$ set aside at the start. The reaction shift becomes $M_a-\tfrac13J_0\Lambda^3\langle r^2\rangle_a$ to leading orders. Its extra term is cancelled by the dipole self-energy $\tfrac13J_0\Lambda^3r^2$, which belongs to the Hamiltonian in the length form.

As an example take a model electron in the well $V=-V_0e^{-r^2/2s^2}$ with $V_0=40$ eV and $s=1.5$ \AA. The two lowest levels of s and of p symmetry are $-24.18$ eV (1s), $-14.86$ eV (1p), $-8.03$ eV (2s) and $-2.26$ eV (2p). Levels of higher angular momentum are not needed, because $\mathbf p$ connects s states only to p states. The cutoff is set at $\Lambda=mc^2$, which gives $\delta m/m=0.003097$. For 1s the kinetic energy is 7.059 eV, so $M=-0.003097\times7.059\ \text{eV}=-0.02186$ eV. At this cutoff it is several thousand times the Bethe term. It is removed because the observed mass already contains it; left in, it would hide the Bethe term. Even the $\delta m^2$ part of the change of the 1s level with mass, $4.6\times10^{-5}$ eV, is about ten times the Bethe term, so the observed mass has to stand in $H_A$ itself; subtracting $M$ alone from a calculation with the bare mass would not expose $L$.

For 1s, $\langle\nabla^2V\rangle=35.38$ eV/\AA$^2$, $K=9.67$ eV and $\ln(\Lambda/K)=10.88$. The rms jitter is $8.680\times10^{-4}$ \AA, and
\begin{equation}
L_{1s}=\tfrac16(8.680\times10^{-4})^2\times35.38\ \text{eV}=4.44\times10^{-6}\ \text{eV}.
\end{equation}
For 2s the mean Laplacian is only 15.60 eV/\AA$^2$, and $L_{2s}=2.00\times10^{-6}$ eV. Both levels move up, 1s more, so the 2s--1s interval shrinks by $2.44\times10^{-6}$ eV, or 591 MHz. What the reaction shift leaves beyond $M$ is below $10^{-11}$ eV in both levels. With $M$ set aside, normal order would book the same $4.44\times10^{-6}$ eV of 1s under reaction; antinormal order would book $8.88\times10^{-6}$ eV under fluctuations and $-4.44\times10^{-6}$ eV under reaction.

The energy rates show what a calculation with fluctuations alone would do. In 1s they supply $1.93\times10^{10}$ eV/s, which reaction cancels. Without reaction, this initial rate would supply the 9.32 eV needed to reach 1p in about 0.5 ns. In 2s the symmetric rates are $+7.95\times10^9$ and $-16.88\times10^9$ eV/s, with sum $-8.93\times10^9$ eV/s. The fluctuation rate is positive although 2s can decay, because the upward transitions outweigh the downward one in it. Dividing the 6.827 eV of the 2s--1p transition by the total loss gives a lifetime of 0.764 ns, which is $\hbar$ divided by the natural width of the 2s level, $8.61\times10^{-7}$ eV.

The division was tested on a case where it could fail: a three-level atom with two field modes, evolved without perturbation theory and split into free and source fields in all three orderings. The difference between the shifts of the two lowest levels agreed with the second-order formulas to $4\times10^{-5}$, relative to the largest entry. Two modes give no steady decay, so the energy rate of the middle level was compared at one finite time, with the memory integrals ended at that time. It agreed to $3\times10^{-6}$ on the same measure. The values for the well are in the numerical output below.

The numbers have the accuracy of the model, not of their digits. Doubling $\Lambda$ changes the 1s logarithm by 0.69, about 6\% of the shift. The photon wavelength exceeds the size of the well only for $\omega\ll c/s$, roughly 1.3 keV here, far below the cutoff. The logarithm nevertheless runs on beyond that energy, because such photons see a nearly free electron. In a harmonic well of similar spacing, keeping the factor $e^{-i\mathbf k\cdot\mathbf r}$ and subtracting the free-electron self-energy multiplies the integrand by about $(1+\omega/2c^2)^{-2}$, the effect of recoil, and replaces $\ln(mc^2/\omega_0)$ by $\ln(2mc^2/\omega_0)-1$, a change of 3\%. This is why $\Lambda$ is placed near $mc^2$. Retardation, spin and the relativistic high-frequency contribution, which replaces the arbitrary $\Lambda$ in a complete calculation, are left out. The separation into shifts and rates, as derived here, also assumes weak coupling, a field memory and transition periods short compared with the decay time, and coherences whose frequencies differ by much more than their widths. When these conditions fail, the free and source fields can still be defined, but their effects need not reduce to one shift and one rate for each level.

\section*{Numbers as computed}
\begin{verbatim}
well depth V0 = 40.0 eV, width s = 1.50 angstrom
cutoff m c^2 = 510999.0 eV
Heisenberg test, shift: max relative deviation 4.3e-05
Heisenberg test, energy rate: max rel. deviation 3.1e-06
E(1s) = -24.1824 eV
E(2s) = -8.0338 eV
E(1p) = -14.8604 eV
E(2p) = -2.2592 eV
relative mass correction delta m/m = 0.003097
1s: <p^2>/2m = 7.0589 eV
1s: <laplacian V> = 35.3804 eV/angstrom^2
1s: Bethe-log shift L = 4.44244e-06 eV
1s: mass term M = -2.18620e-02 eV
1s: rr shift minus M = 7.91e-12 eV
1s normal: shift without M, vf 0.0000e+00 eV, rr 4.4424e-06 eV
1s normal: energy rate, vf 0.0000e+00 eV/s, rr 0.0000e+00 eV/s
1s symmetric: shift without M, vf 4.4424e-06 eV, rr 0.0000e+00 eV
1s symmetric: energy rate, vf 1.9302e+10 eV/s, rr -1.9302e+10 eV/s
1s antinormal: shift without M, vf 8.8849e-06 eV, rr -4.4424e-06 eV
1s antinormal: energy rate, vf 3.8605e+10 eV/s, rr -3.8605e+10 eV/s
1s: total energy rate = 0.0000e+00 eV/s
2s: <p^2>/2m = 11.0035 eV
2s: <laplacian V> = 15.6022 eV/angstrom^2
2s: Bethe-log shift L = 1.99992e-06 eV
2s: mass term M = -3.40787e-02 eV
2s: rr shift minus M = 6.92e-12 eV
2s normal: shift without M, vf 0.0000e+00 eV, rr 1.9999e-06 eV
2s normal: energy rate, vf 0.0000e+00 eV/s, rr -8.9299e+09 eV/s
2s symmetric: shift without M, vf 1.9999e-06 eV, rr 0.0000e+00 eV
2s symmetric: energy rate, vf 7.9538e+09 eV/s, rr -1.6884e+10 eV/s
2s antinormal: shift without M, vf 3.9998e-06 eV, rr -1.9999e-06 eV
2s antinormal: energy rate, vf 1.5908e+10 eV/s, rr -2.4837e+10 eV/s
2s: total energy rate = -8.9299e+09 eV/s
1s mean excitation energy = 9.6703 eV
1s Bethe logarithm ln(mc^2/K) = 10.8751
1s rms position jitter = 8.6797e-04 angstrom
2s-1p transition energy = 6.8266 eV
2s-1p natural width = 8.6101e-07 eV
2s lifetime = 0.7645 ns
shift of the 2s-1s interval = -2.44252e-06 eV
same interval shift = -590.60 MHz
\end{verbatim}
